# The Fröhlich vertex of a cubic diatomic crystal, derived two ways, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used with Gaussian electrostatics, so the electron has charge \(-1\) and mass 1, and \(\mathbf D=\mathbf E+4\pi\mathbf P\). The crystal is an undoped insulator of \(N\) cells of volume \(\Omega\). Each cell holds two atoms \(\kappa=1,2\) with masses \(M_\kappa\) at \(\mathbf R_l+\boldsymbol\tau_\kappa\), both on sites with at least tetrahedral symmetry, as in the rocksalt, caesium chloride and zincblende structures. The total mass is \(M=M_1+M_2\) and the reduced mass is \(\mu=M_1M_2/M\). A wavevector is written \(\mathbf q=q\,\mathbf n\) with \(|\mathbf n|=1\).

The lattice is harmonic. The electrons follow the ions adiabatically, which requires phonon frequencies far below the gap. The wavevector lies in the window \(\omega/c\ll q\ll 2\pi/a\), with \(a\) the lattice constant. The lower limit removes retardation, so that the macroscopic field is a gradient, \(\mathbf E=-\nabla\phi\). The upper limit allows a macroscopic description of the polarization.

The displacement operator is
\[
\mathbf u_{l\kappa}=\sum_{\mathbf q\nu}\frac{\mathbf e_{\kappa\nu}(\mathbf q)}{\sqrt{2NM_\kappa\omega_{\mathbf q\nu}}}\,e^{i\mathbf q\cdot(\mathbf R_l+\boldsymbol\tau_\kappa)}\,\big(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}\big),\qquad \sum_\kappa|\mathbf e_{\kappa\nu}|^2=1 .
\tag{1}
\]
Hermiticity of \(\mathbf u_{l\kappa}\) requires \(\mathbf e_{\kappa\nu}(-\mathbf q)=\mathbf e_{\kappa\nu}(\mathbf q)^*\). Bloch states are \(\psi_{n\mathbf k}=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), with \(u_{n\mathbf k}\) normalized in one cell. The vertex \(g\) is defined by
\[
H_{\rm ep}=N^{-1/2}\sum_{mn\nu}\sum_{\mathbf k\mathbf q}g_{mn\nu}(\mathbf k,\mathbf q)\,c^\dagger_{m\mathbf k+\mathbf q}c_{n\mathbf k}\,\big(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}\big),
\tag{2}
\]
so that \(g\) contains the cell volume and no \(N\).

The long-wave response is fixed by one function, the electric enthalpy per cell for rigid sublattice displacements \(\mathbf u_\kappa\) in a uniform macroscopic field \(\mathbf E\), at fixed cell shape and with the electrons relaxed:
\[
\mathcal F=\tfrac12\sum_{\kappa\kappa'}\mathbf u_\kappa\cdot\Phi_{\kappa\kappa'}\cdot\mathbf u_{\kappa'}-\sum_\kappa\mathbf E\cdot Z^*_\kappa\cdot\mathbf u_\kappa-\frac{\Omega}{8\pi}\,\mathbf E\cdot(\epsilon_\infty-1)\cdot\mathbf E .
\tag{3}
\]
Here \(\Phi\) holds the force constants at zero macroscopic field, \(Z^*_\kappa\) is the Born effective charge and \(\epsilon_\infty\) is the electronic dielectric tensor at clamped ions. The polarization is \(-\Omega^{-1}\partial\mathcal F/\partial\mathbf E\) and the force is \(-\partial\mathcal F/\partial\mathbf u_\kappa\):
\[
\mathbf P=\frac1\Omega\sum_\kappa Z^*_\kappa\cdot\mathbf u_\kappa+\frac{\epsilon_\infty-1}{4\pi}\cdot\mathbf E,\qquad
\mathbf F_\kappa=-\sum_{\kappa'}\Phi_{\kappa\kappa'}\cdot\mathbf u_{\kappa'}+\mathbf E\cdot Z^*_\kappa .
\tag{4}
\]
The same \(Z^*\) gives the dipole per displacement and the force per field, because both are the mixed second derivative of \(\mathcal F\). The static dielectric constant \(\epsilon_0\) is defined by \(\mathbf D=\epsilon_0\mathbf E\) when the sublattices relax in a uniform static field with the cell shape held fixed. It is therefore the clamped-strain constant.

The result derived twice below is, for the longitudinal optical (LO) mode and a non-degenerate band,
\[
|g_{nn,\rm LO}(\mathbf k,\mathbf q)|^2=\frac{2\pi\omega_{\rm LO}}{\Omega q^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)\big[1+O(q^2)\big].
\tag{5}
\]

## The dipole vertex

Let every sublattice carry a wave \(\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf r}\). To leading order in \(q\), equation (4) holds locally. With \(\mathbf P_{\rm ion}=\Omega^{-1}\sum_\kappa Z^*_\kappa\cdot\mathbf u_\kappa\) one has \(\mathbf D=\epsilon_\infty\cdot\mathbf E+4\pi\mathbf P_{\rm ion}\). There is no free charge, so \(i\mathbf q\cdot\mathbf D=0\). Inserting \(\mathbf E=-i\mathbf q\phi\) gives \((\mathbf q\cdot\epsilon_\infty\cdot\mathbf q)\,\phi+4\pi i\,\mathbf q\cdot\mathbf P_{\rm ion}=0\), because \(i\cdot(-i)=1\). Hence
\[
\phi=-\frac{4\pi i\,\mathbf q\cdot\mathbf P_{\rm ion}}{\mathbf q\cdot\epsilon_\infty\cdot\mathbf q},\qquad
\mathbf E=-i\mathbf q\phi=-4\pi\,\frac{\mathbf q\,(\mathbf q\cdot\mathbf P_{\rm ion})}{\mathbf q\cdot\epsilon_\infty\cdot\mathbf q}.
\tag{6}
\]

The same sign and factor follow from a single dipole \(\mathbf p\) in an isotropic medium, whose potential is \(\mathbf p\cdot\mathbf r/(\epsilon r^3)\). In its Fourier transform the part of \(\mathbf p\) across \(\mathbf q\) drops out in the azimuthal integral. For the part along \(\mathbf q\), with \(c=\cos\theta\) and \(x=qr\), only the odd part of the exponential survives:
\[
2\pi\int_{-1}^{1}c\,e^{-ixc}\,dc=-2\pi i\int_{-1}^{1}c\sin(xc)\,dc=-4\pi i\left(\frac{\sin x}{x^2}-\frac{\cos x}{x}\right)=-4\pi i\,j_1(x).
\]
The factor \(r^2\) of the volume element cancels the \(1/r^2\) of the potential. Since \(j_1=-j_0'\) with \(j_0(0)=1\) and \(j_0(\infty)=0\), the radial integral is \(\int_0^\infty j_1(qr)\,dr=1/q\). The transform is \(-4\pi i\,\mathbf q\cdot\mathbf p/(\epsilon q^2)\), which agrees with (6).

A phased lattice sum \(\sum_l e^{i\mathbf q\cdot(\mathbf R_l+\boldsymbol\tau)}f(\mathbf r-\mathbf R_l-\boldsymbol\tau)\) is \(e^{i\mathbf q\cdot\mathbf r}\) times a periodic function. The Fourier coefficient of that function at the reciprocal vector \(\mathbf G\) is a cell average. Combining the cell integral with the sum over \(l\) extends it to all space and gives \(\Omega^{-1}\tilde f(\mathbf q+\mathbf G)e^{-i\mathbf G\cdot\boldsymbol\tau}\). The electron energy is \(V=-\phi\), which turns \(-4\pi i\) into \(+4\pi i\). With the amplitudes of (1), and with \(\langle\psi_{m\mathbf k+\mathbf q}|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|\psi_{n\mathbf k}\rangle=\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle\), the point-dipole lattice gives
\[
g^{\rm dip}_{mn\nu}=\frac{4\pi i}{\Omega}\sum_{\kappa,\mathbf G}\frac{1}{\sqrt{2M_\kappa\omega_{\mathbf q\nu}}}\,
\frac{(\mathbf q+\mathbf G)\cdot Z^*_\kappa\cdot\mathbf e_{\kappa\nu}}{(\mathbf q+\mathbf G)\cdot\epsilon_\infty\cdot(\mathbf q+\mathbf G)}\,e^{-i\mathbf G\cdot\boldsymbol\tau_\kappa}\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle .
\tag{7}
\]

For an optical mode, whose frequency stays finite, only the \(\mathbf G=0\) term can diverge, as \(1/q\). The terms with \(\mathbf G\neq0\) have finite denominators at \(q=0\). They belong with the short-range deformation potential, and the point-dipole form does not describe them quantitatively. A band electron also feels the change of the exchange-correlation potential. It is assumed to stay finite as \(q\to0\), which holds for local and semilocal functionals, where it is a local function of a finite density change. The overlap expands as
\[
\langle u_{m\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle=\delta_{mn}+\mathbf q\cdot\langle\nabla_{\mathbf k}u_{m\mathbf k}|u_{n\mathbf k}\rangle+O(q^2).
\]
For \(m\neq n\) the linear term cancels the \(1/q\), so the interband vertex is finite. For \(m=n\), differentiating \(\langle u|u\rangle=1\) shows that \(\langle\nabla u|u\rangle\) is imaginary, so the modulus of the overlap is \(1-O(q^2)\) and its phase drops out of \(|g|^2\). At a band degeneracy the overlap is a unitary matrix within the multiplet, and (5) then applies to the sum of \(|g_{mn}|^2\) over its final states, at leading order. For optical modes the singular intraband vertex is
\[
g_\nu(\mathbf q)=\frac{4\pi i}{\Omega}\,\frac{1}{\sqrt{2\omega_\nu}}\sum_\kappa\frac{\mathbf q\cdot Z^*_\kappa\cdot\mathbf e_{\kappa\nu}}{\sqrt{M_\kappa}\;\mathbf q\cdot\epsilon_\infty\cdot\mathbf q}.
\tag{8}
\]

## First derivation: eigenvector, LO-TO splitting and Lyddane-Sachs-Teller

The tensors \(Z^*_\kappa\), \(\Phi_{\kappa\kappa'}\) and \(\epsilon_\infty\) are invariant under the site group, which contains twofold rotations about the cube axes and threefold rotations about the body diagonals. The twofold rotation about \(z\) reverses \(x\) and \(y\), so it changes the sign of the \(xz\), \(zx\), \(yz\) and \(zy\) elements, which must vanish. The rotation about \(x\) removes \(xy\) and \(yx\). The threefold rotation permutes the diagonal elements, so they are equal. All these tensors are scalars.

A rigid translation of the neutral crystal changes neither polarization nor forces. From (4), \(Z^*_1+Z^*_2=0\), and we write \(Z^*_1=-Z^*_2=Z\). Also \(\Phi_{11}+\Phi_{12}=0\) and \(\Phi_{21}+\Phi_{22}=0\). With \(\Phi_{12}=\Phi_{21}\) this leaves one constant, \(\Phi_{11}=\Phi_{22}=-\Phi_{12}=K_0\). For the relative coordinate \(\mathbf w=\mathbf u_1-\mathbf u_2\), the equations of motion are
\[
M_1\ddot{\mathbf u}_1=-K_0\mathbf w+Z\mathbf E,\qquad M_2\ddot{\mathbf u}_2=+K_0\mathbf w-Z\mathbf E .
\]
Their sum is \(M_1\ddot{\mathbf u}_1+M_2\ddot{\mathbf u}_2=0\), so a mode with \(\omega\ne0\) has \(M_1\mathbf u_1+M_2\mathbf u_2=0\). Dividing each equation by its mass and subtracting, with \(1/M_1+1/M_2=1/\mu\), gives
\[
\mu\ddot{\mathbf w}=-K_0\mathbf w+Z\mathbf E,\qquad \mathbf P_{\rm ion}=\frac{Z\mathbf w}{\Omega}.
\tag{9}
\]

For \(\mathbf w\perp\mathbf q\), equation (6) gives \(\mathbf E=0\), so the two transverse optical (TO) modes have \(\omega_{\rm TO}^2=K_0/\mu\). For \(\mathbf w\parallel\mathbf q\), it gives \(\mathbf E=-4\pi Z\mathbf w/(\Omega\epsilon_\infty)\). The force \(Z\mathbf E\) is proportional to \(-Z^2\mathbf w\), a restoring force for either sign of \(Z\), and
\[
\omega_{\rm LO}^2-\omega_{\rm TO}^2=\frac{4\pi Z^2}{\Omega\mu\,\epsilon_\infty}.
\tag{10}
\]
The field that stiffens the LO mode is the field whose potential scatters the electron.

The condition on the centre of mass gives \(\mathbf u_1=(M_2/M)\mathbf w\) and \(\mathbf u_2=-(M_1/M)\mathbf w\). By (1), \(\mathbf e_\kappa\propto\sqrt{M_\kappa}\,\mathbf u_\kappa\), so the components stand as \(\sqrt{M_1}M_2:-\sqrt{M_2}M_1\). Dividing by \(\sqrt{M_1M_2}\) and normalizing,
\[
\mathbf e_1=\lambda\,\hat{\mathbf w}\sqrt{M_2/M},\qquad \mathbf e_2=-\lambda\,\hat{\mathbf w}\sqrt{M_1/M},\qquad|\lambda|=1 .
\tag{11}
\]
The sum in (8) becomes
\[
\sum_\kappa\frac{Z^*_\kappa\mathbf e_\kappa}{\sqrt{M_\kappa}}=\lambda Z\hat{\mathbf w}\left(\sqrt{\frac{M_2}{M_1M}}+\sqrt{\frac{M_1}{M_2M}}\right)=\lambda Z\hat{\mathbf w}\,\frac{M_2+M_1}{\sqrt{M_1M_2M}}=\frac{\lambda Z\hat{\mathbf w}}{\sqrt\mu}.
\]
The two terms add because both the charge and the displacement change sign between the sublattices. For TO modes \(\mathbf q\cdot\hat{\mathbf w}=0\) and the dipole vertex vanishes. For the LO mode \(\hat{\mathbf w}=\mathbf n\) and
\[
g_{\rm LO}=i\lambda\,\frac{4\pi Z}{\Omega\,\epsilon_\infty\,q}\,\frac{1}{\sqrt{2\mu\omega_{\rm LO}}},\qquad
|g_{\rm LO}|^2=\frac{8\pi^2Z^2}{\Omega^2\epsilon_\infty^2\,\mu\,\omega_{\rm LO}\,q^2}.
\tag{12}
\]
The factor \((2\mu\omega_{\rm LO})^{-1/2}\) is the zero-point amplitude of \(w\), and it contains \(\omega_{\rm LO}\) because the LO mode is the one being quantized. The phase needs care. Since \(\mathbf n\) reverses under \(\mathbf q\to-\mathbf q\), the condition \(\mathbf e(-\mathbf q)=\mathbf e(\mathbf q)^*\) reads \(\lambda(-\mathbf q)=-\lambda(\mathbf q)^*\), and a constant real \(\lambda\) violates it. The constant \(\lambda=-i\,{\rm sgn}\,Z\) satisfies it and makes \(g_{\rm LO}\) real and positive. Keeping \(\lambda=1\) is possible if \(b_{\mathbf q}+b^\dagger_{-\mathbf q}\) is replaced by \(b_{\mathbf q}-b^\dagger_{-\mathbf q}\), which gives the form of the Fröhlich Hamiltonian with an imaginary vertex. The two forms differ by the redefinition \(b\to -i\,{\rm sgn}(Z)\,b\).

It remains to remove \(Z^2/\mu\). In a uniform field oscillating at frequency \(\omega\), equation (9) gives \(\mathbf w=Z\mathbf E/[\mu(\omega_{\rm TO}^2-\omega^2)]\), where \(\mathbf E\) is the macroscopic field inside the crystal. Then \(\mathbf D=\epsilon_\infty\mathbf E+4\pi Z\mathbf w/\Omega\) yields
\[
\epsilon(\omega)=\epsilon_\infty+\frac{4\pi Z^2}{\Omega\mu\,(\omega_{\rm TO}^2-\omega^2)}
=\epsilon_\infty\left[1+\frac{\omega_{\rm LO}^2-\omega_{\rm TO}^2}{\omega_{\rm TO}^2-\omega^2}\right]
=\epsilon_\infty\,\frac{\omega_{\rm LO}^2-\omega^2}{\omega_{\rm TO}^2-\omega^2},
\tag{13}
\]
where the second form uses (10). The pole is the TO frequency and the zero is the LO frequency, as \(\mathbf q\cdot\mathbf D=0\) with a longitudinal \(\mathbf E\ne0\) demands. At \(\omega=0\), equation (13) is the Lyddane-Sachs-Teller relation,
\[
\frac{\epsilon_0}{\epsilon_\infty}=\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}.
\tag{14}
\]
No strain variable appears in (3), so this \(\epsilon_0\) is the clamped-strain constant. From (14), \(1/\epsilon_0=\omega_{\rm TO}^2/(\epsilon_\infty\omega_{\rm LO}^2)\), and with (10)
\[
\frac1{\epsilon_\infty}-\frac1{\epsilon_0}=\frac{\omega_{\rm LO}^2-\omega_{\rm TO}^2}{\epsilon_\infty\,\omega_{\rm LO}^2}=\frac{4\pi Z^2}{\Omega\mu\,\epsilon_\infty^2\,\omega_{\rm LO}^2}.
\tag{15}
\]
Solving for the combination that appears in (12), \(Z^2/(\mu\epsilon_\infty^2)=\Omega\,\omega_{\rm LO}^2\,(1/\epsilon_\infty-1/\epsilon_0)/4\pi\), and inserting it,
\[
|g_{\rm LO}|^2=\frac{8\pi^2}{\Omega^2\omega_{\rm LO}q^2}\cdot\frac{\Omega\,\omega_{\rm LO}^2}{4\pi}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)=\frac{2\pi\omega_{\rm LO}}{\Omega q^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right),
\]
which is the leading term of (5). When \(Z\to0\), as symmetry enforces for two equal atoms in the diamond structure, the splitting, the difference \(\epsilon_0-\epsilon_\infty\) and the \(1/q\) part of the vertex vanish together; terms of the vertex that stay finite as \(q\to0\) may remain. When \(\omega_{\rm TO}\to0\), \(\epsilon_0\) diverges and \(q^2|g|^2\) stays finite at \(2\pi\omega_{\rm LO}/(\Omega\epsilon_\infty)\), within the harmonic description.

## Second derivation: the energy of a static test charge

Place in the crystal fixed, smooth classical test charges of total density \(-n(\mathbf r)\), weak enough for linear response and containing only long wavelengths, and let \(\rho_{\mathbf q}=\int n(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r\). After the crystal's electrons are relaxed, the energy is a quadratic form in the displacements and the test charge. The part with displacements alone defines the phonons, with their true finite-\(q\) frequencies. The part with test charge alone is the interaction at clamped ions. The cross term is the test charge times the potential energy that the displacements produce in the absence of test charge, electronic screening included. Write the macroscopic part of that potential energy as
\[
V(\mathbf r)=N^{-1/2}\sum_{\mathbf q\nu}G_\nu(\mathbf q)\,e^{i\mathbf q\cdot\mathbf r}\big(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}\big).
\]
This defines \(G_\nu\) without reference to Born charges. A real \(V\) requires \(G_\nu(-\mathbf q)=G_\nu(\mathbf q)^*\). By the overlap argument that led to (8), \(g_{nn\nu}\to G_\nu\) wherever \(G_\nu\) diverges.

Let \(A_{\mathbf q\nu}=N^{-1/2}G_\nu(\mathbf q)\rho_{\mathbf q}\), so that \(A_{-\mathbf q\nu}=A_{\mathbf q\nu}^*\). Relabelling \(\mathbf q\to-\mathbf q\) in the creation terms and completing the square,
\[
H=\sum_{\mathbf q\nu}\Big[\omega\,b^\dagger b+A\,b+A^*b^\dagger\Big]
=\sum_{\mathbf q\nu}\Big[\omega\Big(b^\dagger+\frac{A}{\omega}\Big)\Big(b+\frac{A^*}{\omega}\Big)-\frac{|A|^2}{\omega}\Big].
\]
The shifted operators obey the same commutation rules, so relaxing the ions lowers the ground-state energy by exactly
\[
\Delta U=-\frac1N\sum_{\mathbf q\nu}\frac{|G_\nu(\mathbf q)|^2}{\omega_{\mathbf q\nu}}\,|\rho_{\mathbf q}|^2 .
\tag{16}
\]

The same energy follows from electrostatics. The longitudinal dielectric function \(\epsilon_L(\mathbf q)\) is the ratio of the external to the total macroscopic potential at wavevector \(\mathbf q\). The external potential of a charge component is \(4\pi/q^2\) times that component, by Poisson's equation. Building the charge up from zero in a linear medium costs half the product of charge and final potential, and Parseval's theorem in the volume \(N\Omega\) gives
\[
U=\frac{1}{2N\Omega}\sum_{\mathbf q}\frac{4\pi}{q^2\,\epsilon_L(\mathbf q)}\,|\rho_{\mathbf q}|^2 .
\]
With clamped ions \(\epsilon_L=\epsilon_L^{\rm cl}(\mathbf q)\), which tends to \(\epsilon_\infty\). With relaxed ions \(\epsilon_L=\epsilon_L^{\rm st}(\mathbf q)\). The difference of the two energies is \(\Delta U\). The amplitudes \(|\rho_{\mathbf q}|^2\) are arbitrary and both summands are even in \(\mathbf q\), so the coefficients are equal:
\[
\frac{\Omega q^2}{2\pi}\sum_\nu\frac{|G_\nu(\mathbf q)|^2}{\omega_{\mathbf q\nu}}=\frac1{\epsilon_L^{\rm cl}(\mathbf q)}-\frac1{\epsilon_L^{\rm st}(\mathbf q)} .
\tag{17}
\]
This sum rule holds for any harmonic insulator. Each term on the left is the share of the static screening supplied by one mode.

To reach (5) one must know which of the six modes contribute as \(q\to0\). A displacement pattern induces a charge per cell with the multipole expansion \(-i\mathbf q\cdot\mathbf p+O(q^2)\), and \(G_\nu\) is proportional to that charge over \(q^2\). The dipole \(\mathbf p\) is linear in the displacements through second-rank tensors, which cubic symmetry makes scalars, and it vanishes for a rigid translation. It is therefore parallel to \(\mathbf w\), with a coefficient that need not be known. For TO modes \(\mathbf q\cdot\mathbf p=0\), \(G\) has no \(1/q\) term, and the contribution to (17) is \(O(q^2)\). For the LO mode \(|G|\propto 1/q\) with a coefficient independent of \(\mathbf n\), and the contribution is a constant.

The acoustic modes need their own count, since \(\omega\propto q\). A long acoustic wave of amplitude \(\mathbf U\) is a strain \(s_{\beta\gamma}=\tfrac i2(q_\beta U_\gamma+q_\gamma U_\beta)\). It produces the polarization \(P_\alpha=e_{\alpha\beta\gamma}s_{\beta\gamma}\), with \(e\) the piezoelectric tensor, and a bound charge \(-i\mathbf q\cdot\mathbf P\propto q^2U\). Then \(G\propto q^0U\) with \(U^2\propto1/\omega\), and \(q^2|G|^2/\omega\propto q^2/\omega^2\) is a constant, of the same order as the LO term. Inversion symmetry forbids a third-rank polar tensor. In rocksalt and caesium chloride the bound charge thus starts at \(q^3U\), and the acoustic share is \(O(q^2)\). Under the tetrahedral group the twofold rotations require each of \(x,y,z\) to appear once among the three indices, and the threefold rotations together with the symmetry in \(\beta\gamma\) make those elements equal, so \(e_{\alpha\beta\gamma}=e_{14}|\varepsilon_{\alpha\beta\gamma}|\), with \(\varepsilon\) the Levi-Civita symbol. The coupling is proportional to \(n_\alpha n_\beta|\varepsilon_{\alpha\beta\gamma}|U_\gamma\). It needs two different nonzero components of \(\mathbf n\), so it vanishes along [100].

For every direction of \(\mathbf q\) in a crystal with inversion centres, and along [100] in zincblende, the longitudinal field couples to no strain at leading order. The uniform relation \(\mathbf D=\epsilon_0\mathbf E\) at fixed cell shape then applies to the long wave, so \(\epsilon_L^{\rm st}\to\epsilon_0\), and one term remains in (17):
\[
\frac{\Omega q^2}{2\pi}\,\frac{|G_{\rm LO}|^2}{\omega_{\rm LO}}=\frac1{\epsilon_\infty}-\frac1{\epsilon_0}.
\]
This is (5) at leading order. Since \(q|G_{\rm LO}|\) and \(\omega_{\rm LO}\) do not depend on \(\mathbf n\) in the limit, the value found along [100] holds in every direction of a zincblende crystal. Off the three cube axes, and for \(e_{14}\neq0\), \(\epsilon_L^{\rm st}\) exceeds \(\epsilon_0\), and \(1/\epsilon_0-1/\epsilon_L^{\rm st}\) is the positive acoustic share.

Two derivations, one from the Born-charge dipole vertex and one from the energy of a static test charge, have given the leading \(1/q^2\) term of (5). It remains to show that the first relative correction to \(|g|^2\) is \(O(q^2)\), to test the results on a worked example, and to compare what each derivation assumes.
